# Powder EPR of an axial triplet: turning points and half-field intensity

**Question**

I have to simulate the powder EPR spectrum of a triplet with an axial zero-field splitting \(D\), at fixed microwave frequency and swept field. With the field along the molecular axis I get two lines separated by \(2D\) in field units. I am told that the powder pattern also has features separated by \(D\), and I don't see why particular orientations should stand out when all are present.

I am also asked to show that the line near half the normal field has an intensity proportional to \((D/g\mu_B B)^2\). But \(S_X\) has no matrix element between \(m=-1\) and \(m=+1\), so why is there a line at all, and what is the prefactor? My test case is two spins 1/2, 0.5 nm apart, at 9.5 GHz.

**Answer**

**Hamiltonian and units**

Take two point spins with the same isotropic \(g\), joined by a vector of length \(r\) along the unit vector \(\mathbf n\). Their dipolar coupling is

\[
H_{dd}=K\left[\mathbf s_1\cdot\mathbf s_2-3s_{1n}s_{2n}\right],\qquad K=\frac{\mu_0g^2\mu_B^2}{4\pi r^3}.
\]

With \(\mathbf S=\mathbf s_1+\mathbf s_2\), squaring gives \(\mathbf s_1\cdot\mathbf s_2=\tfrac12(S^2-\tfrac32)\) and \(s_{1n}s_{2n}=\tfrac12(S_n^2-\tfrac12)\). The constants cancel, leaving

\[
H_{dd}=K\left(\tfrac12S^2-\tfrac32S_n^2\right)=D\left(S_n^2-\tfrac13S^2\right),\qquad D=-\tfrac32K .
\]

This commutes with \(S^2\), so the singlet does not mix in. In the triplet \(S^2=2\). Dividing energies by \(g\mu_B\) turns them into fields:

\[
\frac{H}{g\mu_B}=B\,S_Z+d\left(S_n^2-\tfrac23\right),\qquad d=\frac{D}{g\mu_B},\qquad B_0=\frac{h\nu}{g\mu_B}.
\]

Here \(Z\) is along the static field and \(\mathbf n=(\sin\theta,0,\cos\theta)\). Write \(c=\cos\theta\), \(s=\sin\theta\). I assume \(|D|\ll h\nu\ll kT\), thermal equilibrium, no saturation, and a microwave field \(\mathbf B_1\perp\mathbf B\). "Separated by \(D\)" means separated by \(|d|\) in field.

**Why two orientations stand out**

Expand the coupling in the field frame:

\[
S_n^2=c^2S_Z^2+s^2S_X^2+sc\,(S_ZS_X+S_XS_Z).
\]

To first order only diagonal elements shift the levels. Those of \(S_X^2\) are \(\tfrac12,1,\tfrac12\) for \(m=1,0,-1\), so the shifts are

\[
\delta_{\pm1}=d\left(c^2+\tfrac{s^2}{2}-\tfrac23\right)=\tfrac d6(3c^2-1),\qquad
\delta_0=d\left(s^2-\tfrac23\right)=-\tfrac d3(3c^2-1).
\]

The upper gap is \(B+\tfrac d2(3c^2-1)\) and the lower gap is \(B-\tfrac d2(3c^2-1)\). Setting each equal to \(B_0\) gives

\[
B=B_0\mp\tfrac d2(3c^2-1)\qquad(\text{upper, lower gap}).
\]

For random orientations \(c\) is uniform on \([0,1]\). The density of resonances of one branch is therefore

\[
P(B)=\left|\frac{dc}{dB}\right|=\frac1{3|d|c}=\frac1{\sqrt3\,|d|\sqrt w},\qquad w=3c^2 ,
\]

where \(w=1\mp2(B-B_0)/d\) for the upper and lower gap.

At \(\theta=90^\circ\), \(w=0\): the field is stationary in \(c\), many orientations pile up, and the density has an inverse-square-root singularity. At \(\theta=0\), \(w=3\): the density stops at the finite value \(1/(3|d|)\), which makes a step. The two singularities lie at \(B_0\pm d/2\), a distance \(|d|\) apart. The two steps lie at \(B_0\pm d\), a distance \(2|d|\) apart.

**The edges without the first-order approximation**

At \(\theta=0\) the Hamiltonian is diagonal, with gaps \(B+d\) and \(B-d\). The outer edges are \(B_0\mp d\), so their separation \(2|d|\) has no correction in this model.

At \(\theta=90^\circ\), \(S_n=S_X\), and \(S_X^2\) couples \(|{+1}\rangle\) to \(|{-1}\rangle\) with element \(\tfrac12\). The block has diagonal \(\pm B-d/6\) and off-diagonal \(d/2\), while \(|0\rangle\) has energy \(d/3\). The levels are

\[
-\tfrac d6\pm\sqrt{B^2+\tfrac{d^2}{4}},\qquad \tfrac d3 .
\]

The resonance conditions are \(\sqrt{B^2+d^2/4}\mp d/2=B_0\). Moving \(d/2\) to the right and squaring gives

\[
B=\sqrt{B_0(B_0\pm d)} .
\]

With \(x=|d|/B_0\), the expansion \(\sqrt{1+x}-\sqrt{1-x}=x+x^3/8+\dots\) gives an inner separation \(|d|(1+x^2/8+\dots)\). The terms in \(x^2\) cancel in the difference but move both edges down by about \(d^2/(8B_0)\).

Reversing the sign of \(d\) exchanges the branches and leaves the set of edges unchanged. Their positions therefore give \(|D|\), not its sign.

**Simulating and reading the spectrum**

1. Take a fine uniform grid in \(c\).
2. For each \(c\), diagonalize the \(3\times3\) matrix and find the field at which each gap equals \(B_0\).
3. Weight each line by \(|M|^2\,\Delta p\,/\,|d\Delta E/dB|\), where \(|M|^2=\tfrac12(|\langle S_X\rangle|^2+|\langle S_Y\rangle|^2)\) is the squared transition element averaged over the directions of \(\mathbf B_1\) perpendicular to \(\mathbf B\), \(\Delta p\) the population difference and \(\Delta E\) the gap in field units.
4. Add Gaussians of standard deviation \(\sigma\), and differentiate if you want the usual derivative display.

The last factor in step 3 arises because the field is swept: \(\int\delta(B_0-\Delta E(B))\,dB=1/|d\Delta E/dB|\).

Your case with \(g=2\) gives \(D/h=-623\) MHz, \(d=-22.26\) mT, \(B_0=339.38\) mT and \(x=0.0656\). The edges are:

- outer: \(339.38\mp22.26=317.12\) and \(361.63\) mT (from unrounded inputs), separation 44.52 mT \(=2|d|\);
- inner: \(\sqrt{339.38\,(339.38\mp22.26)}=328.06\) and \(350.33\) mT, separation 22.27 mT, or \(1.0005\,|d|\).

In the derivative spectrum, four extrema mark these edges, with small displacements: in order of field, the first maximum, the highest maximum, the deepest minimum and the last minimum. At \(\sigma=0.5\) mT there are also two extrema about 0.87 mT (\(1.75\sigma\)) inside the inner edges, which mark no edge. They are about 0.45 times as strong as the inner-edge extrema but about five times stronger than the outer-edge ones, so size alone does not identify an edge. Two shallow turning points near zero, about 2 mT inside the outer edges, also mark no edge. Near an inner edge the broadened absorption has the form \(\sigma^{-1/2}F((B-B_{\rm edge})/\sigma)\), because the density is an inverse square root. Its steepest point is thus displaced in proportion to \(\sigma\). The simulation gives 0.275 mT outward for \(\sigma=0.5\) mT and half that for 0.25 mT; linear extrapolation to zero width recovers the edge.

At an outer edge, let the step height be \(h\) and the slope just inside \(k\). The derivative is \(hG+k\Phi\), with \(G\) the Gaussian and \(\Phi\) its integral. At distance \(y\) inside the edge, its stationary point satisfies \(-hy/\sigma^2+k=0\). Since \(k/h=1/(3|d|)\) there, \(y=\sigma^2/(3|d|)\approx0.004\) mT for \(\sigma=0.5\) mT, as simulated.

The absorption at \(B_0-|d|/2\) is 0.96 of the maximum, but at \(B_0+|d|/2\) it is 0.71. This is mostly a matter of where one samples. Both inner edges are shifted down by about 0.18 mT, so the first point lies inside its singular edge and the second outside.

**Why the half-field line exists**

Your selection rule holds for pure \(m\) states. The coupling mixes them. Its off-diagonal elements are

\[
V_{1,0}=\frac{d\,sc}{\sqrt2},\qquad V_{-1,0}=-\frac{d\,sc}{\sqrt2},\qquad V_{1,-1}=\frac{d\,s^2}{2}.
\]

With unperturbed energies \(B,0,-B\), the admixture of \(|j\rangle\) in \(|k\rangle\) is \(V_{jk}/(E_k-E_j)\). Hence

\[
|{+1}'\rangle=|{+1}\rangle+\frac{d\,sc}{\sqrt2B}|0\rangle+\frac{d\,s^2}{4B}|{-1}\rangle,
\]
\[
|{-1}'\rangle=|{-1}\rangle+\frac{d\,sc}{\sqrt2B}|0\rangle-\frac{d\,s^2}{4B}|{+1}\rangle .
\]

The coefficient of \(|0\rangle\) is the same in both states, whatever the sign of \(d\): in the second state the minus sign in \(V_{0,-1}=-d\,sc/\sqrt2\) cancels that of the denominator \(-B\). Since \(\langle1|S_X|0\rangle=\langle0|S_X|{-1}\rangle=1/\sqrt2\), the two routes through \(|0\rangle\) add:

\[
\langle{+1}'|S_X|{-1}'\rangle=2\cdot\frac1{\sqrt2}\cdot\frac{d\,sc}{\sqrt2B}=\frac dB\sin\theta\cos\theta .
\]

For \(S_Y\) both factors \(1/\sqrt2\) become \(-i/\sqrt2\), so the result is multiplied by \(-i\). To this order in \(d/B\), the modulus is therefore the same for any direction of \(\mathbf B_1\) perpendicular to \(\mathbf B\). The powder average is

\[
\overline{|M|^2}=\left(\frac dB\right)^2\int_0^1c^2(1-c^2)\,dc=\left(\frac dB\right)^2\left(\frac13-\frac15\right)=\frac2{15}\left(\frac dB\right)^2 .
\]

A second case is \(\mathbf B_1\parallel\mathbf B\). Then the direct admixtures of \(|{\mp1}\rangle\) contribute \(-ds^2/(4B)\) each, so \(M=-(d/2B)\sin^2\theta\). Its average square is \((d/B)^2\,\tfrac14(1-\tfrac23+\tfrac15)\), again \(\tfrac2{15}(d/B)^2\), although the favoured orientations differ.

**The prefactor**

Compare areas under the absorption, which are double integrals of the derivative spectrum, for \(\mathbf B_1\perp\mathbf B\):

- Each allowed branch has \(|M|^2=\tfrac12\) and \(d\Delta E/dB=1\) to leading order. Together they give 1.
- The half-field gap is \(2B\) to leading order, so its sweep factor is \(\tfrac12\).
- All transitions absorb the same \(h\nu\), so for \(h\nu\ll kT\) each has the same \(\Delta p\) to leading order, which cancels. It is \(h\nu/(3kT)\) if only the triplet is populated, and smaller if the singlet is populated too.

Therefore

\[
\frac{I_{\rm half}}{I_{\rm allowed}}=\frac12\cdot\frac2{15}\left(\frac dB\right)^2=\frac1{15}\left(\frac{D}{g\mu_BB}\right)^2\approx\frac4{15}\left(\frac{D}{h\nu}\right)^2 .
\]

Here \(B\) is the field of the half-field line, \(B\approx B_0/2\), which supplies the factor 4. For point dipoles \(D\propto r^{-3}\), so to leading order the ratio varies as \(r^{-6}\).

For your case, \(\tfrac4{15}(0.06558)^2=1.147\times10^{-3}\). The simulated areas give \(1.154\times10^{-3}\), larger by 0.6% of the formula's value. The diagonalization exceeds the square law by 0.2% at \(|D|/h\nu=0.04\), 0.9% at 0.08 and 14% at 0.3, so the law is a leading-order one. Going from 19 to 9.5 GHz at fixed \(D\) multiplies the ratio by 4.02, close to the expected factor of 4.

**Where the half-field line sits**

Let \(m_2\) be the middle eigenvalue. The trace is zero, so at resonance the outer levels are \((-m_2\pm B_0)/2\), and the sum of squared eigenvalues is \(\tfrac32m_2^2+\tfrac12B_0^2\). Directly from the Hamiltonian this sum is \(2B^2+\tfrac23d^2\). The cross term vanishes: in the \(S_n\) basis, \(S_Z\) has diagonal \(c\,(1,0,-1)\), while \(S_n^2-\tfrac23\) has equal entries for \(\pm1\). Equating the two sums,

\[
B^2=\tfrac14\left(B_0^2-\tfrac43d^2+3m_2^2\right).
\]

The lowest field has \(m_2=0\), which means zero determinant. In the \(S_n\) basis the determinant is \(dB^2(c^2-\tfrac13)-\tfrac2{27}d^3\), so

\[
B_{\min}=\tfrac12\sqrt{B_0^2-\tfrac43d^2},\qquad \cos^2\theta=\tfrac13+\frac{2d^2}{27B_{\min}^2}.
\]

The coupling has eigenvalues \(d/3,d/3,-2d/3\), and the middle level of \(BS_Z\) is zero. Adding the coupling can move that level by no more than the coupling's extreme eigenvalues, so \(|m_2|\le2|d|/3\) and \(B\le B_0/2\). This limit is reached at \(\theta=0\), where there is no mixing and no intensity.

Your line spans 169.20 to 169.69 mT, with its lowest field at \(54.7^\circ\). This range of 0.49 mT is far narrower than the 44.5 mT of the allowed pattern. That concentration helps detection: at \(\sigma=0.5\) mT the half-field peak is 1.3% of the main peak if both lines have this width in field (2.4% if the half-field line is half as wide, as a width fixed in energy would make it), although its area is only 0.12% of the allowed area.

**When to distrust these rules**

The inner and outer edges on each side are only about \(|d|/2\) apart, so they merge well before the linewidth reaches \(|d|\), and their separations can then no longer be read directly. If \(|D|\) approaches \(h\nu\), diagonalize instead of using the square law. Non-thermal populations can invalidate the cancellation of \(\Delta p\). A rhombic splitting or anisotropic \(g\) requires further terms in the Hamiltonian and, unless all terms are axial about the same axis, an average over both orientation angles. Finally, 0.5 nm is a distance at which the point-spin form of \(D\) is itself a model for extended orbitals. The numerical output below lists the full set of values.

## Table of computed values

```
g factor: 2.0
spin separation r: 0.50 nm
microwave frequency: 9.50 GHz
temperature: 295 K
h nu / kT: 1.546e-03
D/h: -623.05 MHz
d = D/(g muB): -22.258 mT
B0 = h nu/(g muB): 339.377 mT
|D|/(h nu): 0.06558
largest error of first-order fields, d: 0.254 mT
largest error of first-order fields, d/2: 0.062 mT
turning points: exact | width 0.5 | width 0.25 | zero width, mT
  outer low: 317.119 | 317.123 | 317.120 | 317.117
  inner low: 328.059 | 327.784 | 327.921 | 328.059
  inner high: 350.329 | 350.604 | 350.467 | 350.329
  outer high: 361.634 | 361.630 | 361.633 | 361.636
inner separation, exact: 22.2696 mT
inner separation / |d|: 1.000539
outer separation, exact: 44.5152 mT
outer separation / |d|: 2.000000
inner separation, simulated: 22.270 mT
outer separation, simulated: 44.519 mT
absorption, width 0.5 mT: (B-B0)/|d| | B in mT | height/maximum
  -1.20 | 312.67 | 0.0000
  -1.00 | 317.12 | 0.0532
  -0.75 | 322.68 | 0.1156
  -0.50 | 328.25 | 0.9645
  -0.25 | 333.81 | 0.3994
   0.00 | 339.38 | 0.3594
   0.25 | 344.94 | 0.4037
   0.50 | 350.51 | 0.7105
   0.75 | 356.07 | 0.1113
   1.00 | 361.63 | 0.0510
   1.20 | 366.09 | 0.0000
half-field lowest resonance: 169.201 mT
angle of lowest resonance: 54.66 deg
half-field upper limit B0/2: 169.688 mT
half-field peak position: 169.27 mT
half-field peak / main peak: 1.257e-02
half-field area / allowed area, simulated: 1.1537e-03
half-field area / allowed area, (4/15)(D/h nu)^2: 1.1470e-03
mean of |S_perp|^2 (B/d)^2: 0.13333
mean of |S_par|^2 (B/d)^2: 0.13333
|D|/(h nu) | area ratio from diagonalization | ratio / square law
  0.02 | 1.0672e-04 | 1.00054
  0.04 | 4.2759e-04 | 1.00216
  0.08 | 1.7215e-03 | 1.00868
  0.30 | 2.7341e-02 | 1.13922
exponent of D between 0.02 and 0.04: 2.0023
area ratio gain on halving frequency from 2 nu: 4.0174
area ratio at D = 0: 0.0e+00
```
